\section*{Image-potential settings for tunnel barriers in metal–hafnia–silica–silicon stacks}

\section{What goes wrong without the full stack}

A tunnel barrier built from band offsets and the mean electrostatic potential omits the polarization that the tunnelling electron itself induces. In the stack treated below (metal gate, 3 nm hafnia, 0.8 nm silica, silicon), with an ideal gate and carrier-free silicon, this omission makes the calculated transmission too small by a factor of about 2 with static permittivities in the correction and about 4 to 6 with electronic ones, for short-distance cutoffs between 0.2 and 0.1 nm. Giving the gate a screening length of 0.05 nm, or treating silicon as an ideal metal, widens the electronic range to about 3.5 to 10; a longer screening length lowers its bottom end further. A shortcut misleads too: the two nearest image charges give $-0.271$ eV at mid-silica, where the full stack gives $-0.222$ eV.

Calculating an image correction requires permittivities, a description of the two end media, a wavevector cutoff and a short-distance cutoff. The theory below shows what each choice does.

\section{The energy that is added}

Each layer is a local, isotropic dielectric with sharp, flat interfaces, and retardation is neglected. The axis $z$ runs from the gate surface at $z=0$ towards silicon. All $\varepsilon$ are relative permittivities. For a charge $q$ at $z'$, the potential is the unbounded-medium potential plus an induced part $\phi_{\rm ind}(z,z')$, where both positions are directly above one another. The correction is
\begin{equation}
W(z)=\tfrac12\,q\,\phi_{\rm ind}(z,z).
\end{equation}
Positive $W$ raises the electron's energy. To see the half, write $V(z,z')=q\phi_{\rm ind}(z,z')$. Reciprocity makes $V$ symmetric, so its two partial derivatives agree at $z=z'$:
\begin{equation}
\frac{dW}{dz}=\tfrac12(\partial_1V+\partial_2V)=\partial_1V .
\end{equation}
The right side is minus the force on the electron, found with the source held fixed. At $z=3.3$ nm a finite-element solution for the fixed source gives 0.5219 eV/nm, and $dW/dz$ gives 0.5212 eV/nm.

Because the unbounded medium is the reference, $W$ belongs on top of band offsets defined between bulk band edges. If the band edges come from a calculation that already contains the polarization induced by the added electron, adding $W$ counts it twice.

\section{Reflection coefficients by recursion}

Expand the potential in in-plane waves of wavevector $k$. Poisson's equation becomes
\begin{equation}
-(\varepsilon\phi_k')'+\varepsilon k^2\phi_k=\frac{q}{\varepsilon_0}\delta(z-z').
\end{equation}
In a uniform medium $\phi_k=Ae^{-k|z-z'|}$. The slope jumps by $-2kA$, which must equal $-q/(\varepsilon_0\varepsilon)$, so $A=q/(2\varepsilon_0\varepsilon k)$.

Let a wave decaying towards an interface arrive there with amplitude 1 and return with amplitude $R_{\rm in}$. In the next layer, of thickness $d_{\rm out}$, the transmitted wave has amplitude $t$ at the interface. It returns from the far side with amplitude $tX$, where $X=R_{\rm out}e^{-2kd_{\rm out}}$. Continuity of $\phi_k$ and $\varepsilon\phi_k'$ requires
\begin{equation}
1+R_{\rm in}=t(1+X),\qquad
\varepsilon_{\rm in}(1-R_{\rm in})=\varepsilon_{\rm out}t(1-X).
\end{equation}
Dividing the first by the second eliminates $t$:
\begin{equation}
\frac{1+R_{\rm in}}{\varepsilon_{\rm in}(1-R_{\rm in})}
=\frac{1+X}{\varepsilon_{\rm out}(1-X)}.
\label{eq:ratio}
\end{equation}
Solving for $R_{\rm in}$,
\begin{align}
R_{\rm in}&=\frac{\varepsilon_{\rm in}(1+X)-\varepsilon_{\rm out}(1-X)}
{\varepsilon_{\rm in}(1+X)+\varepsilon_{\rm out}(1-X)}
=\frac{r+X}{1+rX},\\
r&=\frac{\varepsilon_{\rm in}-\varepsilon_{\rm out}}{\varepsilon_{\rm in}+\varepsilon_{\rm out}}.
\end{align}
The second form follows on dividing numerator and denominator by $\varepsilon_{\rm in}+\varepsilon_{\rm out}$. The recursion starts at the outermost interface: $R=-1$ for an ideal metal, whose surface potential is fixed, and $R=r$ for semi-infinite undoped silicon, from which nothing returns.

\section{Energy inside a layer}

Let the electron be at distances $a$ and $b$ from the left and right interfaces of its layer, with $d=a+b$. In units of $A$, let $P$ and $Q$ be the amplitudes of the waves leaving these interfaces. Each interface reflects the direct wave and the wave from the other side:
\begin{align}
P&=R_L(e^{-ka}+Qe^{-kd}),\\
Q&=R_R(e^{-kb}+Pe^{-kd}).
\end{align}
Substituting each into the other gives
\begin{align}
P&=\frac{R_L(e^{-ka}+R_Re^{-k(b+d)})}{1-R_LR_Re^{-2kd}},\\
Q&=\frac{R_R(e^{-kb}+R_Le^{-k(a+d)})}{1-R_LR_Re^{-2kd}}.
\end{align}
At the electron the induced amplitude is $f=Pe^{-ka}+Qe^{-kb}$. Using $a+b=d$ in the cross terms,
\begin{equation}
f=\frac{R_Le^{-2ka}+R_Re^{-2kb}+2R_LR_Re^{-2kd}}{1-R_LR_Re^{-2kd}} .
\end{equation}
The angular integral turns $d^2k/(2\pi)^2$ into $k\,dk/(2\pi)$, and the $k$ cancels that in $A$. With $q^2=e^2$ and $C=e^2/(4\pi\varepsilon_0)=1.440$ eV nm,
\begin{equation}
W=\frac12\,\frac{e^2}{2\varepsilon_0\varepsilon}\int_0^\infty\frac{dk}{2\pi}f
=\frac{C}{2\varepsilon}\int_0^\infty f\,dk .
\label{eq:W}
\end{equation}
In silicon there is no right interface, so $R_R=0$.

A second form shows how settings affect the result. With $\alpha=R_Le^{-2ka}$ and $\beta=R_Re^{-2kb}$,
\begin{equation}
f=\frac{\alpha+\beta+2\alpha\beta}{1-\alpha\beta}
=\frac{(1+\alpha)(1+\beta)}{1-\alpha\beta}-1,\qquad
\frac{\partial f}{\partial\beta}=\frac{(1+\alpha)^2}{(1-\alpha\beta)^2}\ge0 .
\label{eq:mono}
\end{equation}
The same holds for $\alpha$. Also $\partial R_{\rm in}/\partial X=(1-r^2)/(1+rX)^2>0$, so raising an end medium's reflection coefficient at every $k$ cannot lower $W$. An ideal metal, with $R=-1$, therefore gives the lowest $W$ among end media with $-1\le R<1$.

\section{Limits for checking a setup}

\subsection{One interface}

Keep one interface at distance $s$. Then $f=re^{-2ks}$, whose integral is $r/(2s)$, and
\begin{equation}
W=\frac{Cr}{4\varepsilon s},\qquad W_{\rm metal}=-\frac{C}{4\varepsilon s}.
\label{eq:single}
\end{equation}
The electron is repelled on the high-permittivity side and attracted on the low-permittivity side. In the full static stack, points 0.001 nm from each side of both dielectric interfaces and from the gate obey these laws within 0.2\% of the limiting value. That distance checks the mathematics. The divergence itself comes from the sharp interface and has no meaning within about a bond length.

\subsection{Two metals}

For one dielectric between ideal metals, put $R_L=R_R=-1$, $t=2kd$ and $x=a/d$. Splitting the numerator into two equal kinds of difference,
\begin{equation}
W=\frac{C}{4\varepsilon d}\int_0^\infty
\frac{(e^{-t}-e^{-xt})+(e^{-t}-e^{-(1-x)t})}{1-e^{-t}}\,dt .
\end{equation}
The digamma function satisfies $\psi(x)+\gamma=\int_0^\infty(e^{-t}-e^{-xt})/(1-e^{-t})\,dt$, with $\gamma$ Euler's constant. Hence
\begin{equation}
W=\frac{C}{4\varepsilon d}\left[\psi(x)+\psi(1-x)+2\gamma\right].
\end{equation}
At the midpoint, $u=e^{-t/2}$ turns each integral into $-2\int_0^1du/(1+u)=-2\ln2$, so $W=-C\ln2/(\varepsilon d)$. For $\varepsilon=20$ and $d=3.8$ nm this is $-1.440\times0.693/76=-0.0131$ eV. Near one metal, $\psi(x)\simeq-1/x-\gamma$ and $\psi(1)=-\gamma$, which returns the single-metal law.

To run this check in a four-medium program, give silica the permittivity of hafnia and make silicon an ideal metal. The recursion then agrees with the digamma formula to rounding error at $z=0.7$, 1.9 and 3.4 nm.

\subsection{Far from a covered metal}

Suppose a metal lies behind several layers. For small $k$, try $R_{\rm out}=-1+2\varepsilon_{\rm out}kS_{\rm out}$. To first order,
\begin{equation}
X=-1+2k(\varepsilon_{\rm out}S_{\rm out}+d_{\rm out}).
\end{equation}
The right side of (\ref{eq:ratio}) is then $k(S_{\rm out}+d_{\rm out}/\varepsilon_{\rm out})$, and its left side is $(1+R_{\rm in})/(2\varepsilon_{\rm in})$. Therefore
\begin{equation}
R_{\rm in}=-1+2\varepsilon_{\rm in}kS_{\rm in},\qquad
S_{\rm in}=S_{\rm out}+\frac{d_{\rm out}}{\varepsilon_{\rm out}} .
\label{eq:S}
\end{equation}
To this order $R_{\rm in}=-e^{-2k\varepsilon_{\rm in}S_{\rm in}}$: the metal acts as a mirror set back by $\varepsilon_{\rm in}S_{\rm in}$. Seen from silicon in the static stack, the setback is $11.7(3/20+0.8/3.9)=4.2$ nm. Metallic attraction is thus the limiting behaviour at distances well beyond 4 nm, while silica repels the electron close by. The static $W$ falls from $+0.052$ eV at 0.2 nm inside silicon to $-0.0004$ eV at 1.0 nm, where repulsion by silica is nearly cancelled by attraction towards the hafnia and the gate behind it.

\section{Numerical settings}

The integrand decays at least as fast as $e^{-2ks}$, where $s$ is the distance to the nearest interface. The upper limit must therefore grow as $1/s$; one fixed limit for all positions fails near interfaces. With $k_{\max}=20/s$ the discarded factor is at most of order $e^{-40}$.

The lower end needs no cutoff. If $R_L(0)=-1$, then $1+\alpha\to0$ and (\ref{eq:mono}) gives $f\to-1$. With two metals, $1+\alpha\simeq2ka$, $1+\beta\simeq2kb$ and $1-\alpha\beta\simeq2kd$, so the fraction in (\ref{eq:mono}) tends to $2kab/d\to0$, and again $f\to-1$.

A workable grid has one panel from 0 to $10^{-3}$ nm$^{-1}$, then panels that at most double in $k$, with 16 Gauss--Legendre nodes each. Going to 32 nodes changes the static $W$ at ten positions between 0.3 and 4.8 nm only at the level of rounding error. As a separate check, finite-element solutions of the layered equation, integrated over $k$, agree within $10^{-5}$ eV at $z=0.8$, 3.3 and 4.3 nm with an ideal gate, and at 0.5 nm with the screening gate described next.

\section{Physical settings}

\subsection{Gate}

A real metal screens over a finite length $\lambda$. In the Thomas--Fermi model with background permittivity 1, the potential in the gate decays at the rate $\kappa_g=\sqrt{k^2+\lambda^{-2}}$. Matching gives $\varepsilon k(1-R)=\kappa_g(1+R)$, hence
\begin{equation}
R=\frac{\varepsilon k-\kappa_g}{\varepsilon k+\kappa_g}.
\end{equation}
For small $k$ this is $-1+2\varepsilon k\lambda$, a mirror set back by $\varepsilon\lambda$. For large $k$ it tends to $(\varepsilon-1)/(\varepsilon+1)$, which is repulsive. The ideal-metal setting thus needs distances well beyond $\varepsilon\lambda$. A high permittivity makes this demanding: $\lambda=0.05$ nm gives 1.0 nm for $\varepsilon=20$ and 0.2 nm for $\varepsilon=4$. A background permittivity $\varepsilon_b$ in the gate multiplies $\kappa_g$ in the matching and shortens the setback to $\varepsilon\lambda/\varepsilon_b$.

\subsection{Silicon}

Carriers in silicon add screening. If their linear static response gives a reflection coefficient between those of undoped silicon and an ideal metal, (\ref{eq:mono}) places $W$ in the oxides between the two corresponding results. At mid-silica, with static constants and an ideal gate, these are $-0.222$ and $-0.288$ eV. Running both settings brackets the effect of carriers that respond in this static way; a delayed response during the short tunnelling time is not covered.

\subsection{Static or electronic permittivity}

Equation (\ref{eq:W}) assumes that the induced charge follows the electron without delay. Which permittivity is appropriate depends on what can follow. For a barrier $U(z)$, mass $m$ and energy $E$, the semiclassical (WKB) exponent and traversal time are
\begin{equation}
G=2\int\kappa\,dz,\quad \kappa=\frac{\sqrt{2m(U-E)}}{\hbar},\quad
\tau=\int\frac{m}{\hbar\kappa}dz=-\frac{\hbar}{2}\frac{dG}{dE}.
\end{equation}
The last equality uses $d\kappa/dE=-m/(\hbar^2\kappa)$. For the example without image correction, $\tau=2.3$ fs, of which 1.7 fs is spent in hafnia and 0.6 fs in silica. A mode of angular frequency $\omega$ lags when $\omega\tau$ is below 1. A phonon of 50 meV, a rough mid-spectrum value for hafnia, has a period of 83 fs and $\omega\tau=0.17$; the fastest hafnia modes, near 90 meV, give 0.3, and the fastest silica vibrations, at roughly 0.13 to 0.15 eV, about 0.5. The lattice follows only in part, so electronic constants are the better choice for $W$ here, though the margin for the fastest modes is modest. The applied field is steady and still needs static constants.

\section{Worked stack}

The inputs are rough typical values. Hafnia and silica have static permittivities 20 and 3.9 and electronic ones 4.0 and 2.1; silicon has 11.7 in both sets. The gate barrier is 2.1 eV, the step up from hafnia to silica 1.6 eV, and the drop from silica to silicon 3.1 eV. The tunnelling masses are 0.2 in hafnia and 0.5 in silica, in free-electron masses. The gate is negative and injects electrons.

The silica field is 10 MV/cm, or 1 V/nm. Continuity of $\varepsilon F$ gives $1\times3.9/20=0.195$ V/nm in hafnia, or 1.95 MV/cm. Measured from the gate Fermi level and without $W$, the barrier falls from 2.1 to $2.1-0.585=1.515$ eV across hafnia, rises to 3.115 eV, and falls to 2.315 eV across silica. The silicon band edge is at $-0.785$ eV.

\subsection{Barrier top near the gate}

Let $F$ be the hafnia field, so that $eF$ is an energy per length. Near an ideal gate the barrier changes by $-eFz-C/(4\varepsilon z)$. Setting the derivative to zero gives $z_*=\sqrt{C/(4\varepsilon eF)}$. The two terms are then equal, and the lowering is
\begin{equation}
2eFz_*=\sqrt{\frac{C\,eF}{\varepsilon}}=\sqrt{\frac{1.440\times0.195}{20}}\ {\rm eV}=0.118\ {\rm eV}.
\end{equation}
The full stack also gives 0.118 eV, at 0.30 nm. With electronic constants for $W$ and the same field, both give 0.265 eV, at 0.68 nm in the stack. The remote layers hardly matter to this number.

The gate model matters more. At 0.30 nm, screening with $\lambda=0.05$ nm changes the static $W$ from $-0.059$ eV to about zero. At 0.68 nm it changes the electronic $W$ from $-0.133$ to $-0.102$ eV. A lowering computed with static hafnia and an ideal gate should not be relied on at these distances.

\subsection{Silica}

At mid-silica each interface is 0.4 nm away, with $r=-16.1/23.9=-0.674$ towards hafnia and $-7.8/15.6=-0.5$ towards silicon. The two nearest images give
\begin{equation}
\frac{1.440}{4\times3.9\times0.4}(-0.674-0.5)\ {\rm eV}=-0.271\ {\rm eV}.
\end{equation}
The full result, $-0.222$ eV, is 0.049 eV higher. Equation (\ref{eq:mono}) explains the sign:
\begin{equation}
f-(\alpha+\beta)=\frac{\alpha\beta(2+\alpha+\beta)}{1-\alpha\beta}>0
\end{equation}
when $\alpha$ and $\beta$ are both negative, as here. Repeated reflections raise $W$. The gate behind hafnia makes $R_L$ more negative and lowers $W$, but by less.

With electronic constants the mid-silica value is $-0.375$ eV. The change is uneven: 0.1 nm from hafnia, $W$ is $-0.64$ eV (static) and $-0.65$ eV (electronic), but 0.1 nm from silicon it is $-0.50$ and $-1.21$ eV. By (\ref{eq:single}) the nearest image scales as $|r|/\varepsilon$. Towards hafnia this ratio is 0.17 and 0.15; towards silicon it is 0.13 and 0.33. Near hafnia the slightly weaker nearest image is offset by the image in silicon, 0.7 nm away, which by the same law strengthens from $-0.07$ to $-0.17$ eV.

\subsection{Transmission}

For tunnelling, $W$ is applied only in the two oxides and is held constant within a chosen distance of every interface. Silicon and the gate have masses 0.3 and 1.0, and the gate band starts 5.0 eV below its Fermi level. The table gives the transmission at the gate Fermi level and normal incidence, from a transfer-matrix calculation, divided by its value without $W$, $2.5\times10^{-12}$. The gate is ideal and silicon carrier-free; fields, offsets and masses are held fixed.

\begin{center}
\begin{tabular}{lcc}
Permittivity in $W$ & 0.1 nm cutoff & 0.2 nm cutoff\\
static & 2.2 & 1.8\\
electronic & 6.3 & 4.2
\end{tabular}
\end{center}

The WKB estimate $e^{G_0-G_W}$, where the subscripts denote the barrier without and with $W$, gives 2.1 for the first entry. Widening the short-distance cutoff from 0.1 to 0.2 nm lowers the electronic ratio by a third, so the cutoff is a physical uncertainty to be reported. Refining the $k$ grid cannot remove it. Cutoffs of 0.05 and 0.3 nm give electronic ratios of 9.8 and 3.5 and static ones of 2.63 and 1.65. Keeping $W$ in silicon as well, with the same cutoffs, lowers the electronic entries of the table to 5.8 and 4.0.

The end media matter too. With electronic constants, a screening gate ($\lambda=0.05$ nm) and carrier-free silicon give ratios of 4.53 and 3.45 at the two cutoffs, while an ideal gate and silicon treated as an ideal metal in $W$ give 9.78 and 5.77. The screening gate combined with metallic silicon gives 7.02 and 4.73. The screening length matters as well: $\lambda=0.1$ nm with carrier-free silicon gives 4.0 and 3.1.

\section{Reading the result for a real device}

The model resembles a TiN/hafnia/silica/silicon gate stack under electrical stress. Its silica field is near the rough breakdown field of thick silica films and well above a normal operating field; 3 nm of hafnia is on the thick side for advanced logic. Real interlayers are often not stoichiometric silica, and their permittivity may exceed 3.9. The ideal-gate assumption fails most clearly near the injecting contact, where the estimate above removes almost all of the 0.059 eV static image energy. Since $\lambda$ is shorter than an atomic spacing, that is an estimate of size, and it depends on the gate model: a background permittivity of 6 at the same $\lambda$ leaves $-0.037$ eV at 0.30 nm, and $\lambda=0.02$ nm with background 1 leaves $-0.021$ eV. The field also implies a charge of $2.2\times10^{13}$ cm$^{-2}$ at the silicon surface, so carrier screening cannot be dismissed; its mid-silica bracket is 0.066 eV wide with static constants and 0.101 eV wide with electronic ones. Silicon band bending, roughness and traps are absent, and traps can open leakage paths that no barrier correction describes.

For a stack and bias like these, the analysis supports electronic permittivities in $W$, static ones in the bias field, a screening gate, both silicon limits, and at least two short-distance cutoffs. The spread among those runs is a fairer statement of the image correction than any single value.

\section*{Calculated quantities}
\begin{verbatim}
e^2/(4 pi eps0) = 1.43996 eV nm
thickness hafnia, silica = 3.0, 0.8 nm
static eps hafnia, silica, Si = 20.0, 3.9, 11.7
electronic eps hafnia, silica, Si = 4.0, 2.1, 11.7
field silica, hafnia = 10.00, 1.95 MV/cm
gate barrier, silica step, Si-silica offset = 2.1, 1.6, 3.1 eV
masses hafnia, silica, Si, gate = 0.2, 0.5, 0.3, 1.0 m_e
gate band depth = 5.0 eV; Si band edge = -0.785 eV
z (nm) | W static (eV) | W electronic (eV)
0.3 | -0.05994 | -0.30002
1.0 | -0.01726 | -0.09024
1.5 | -0.00996 | -0.06012
2.0 | -0.00387 | -0.04310
2.7 | +0.02441 | +0.01240
3.1 | -0.64426 | -0.65107
3.4 | -0.22195 | -0.37492
3.7 | -0.50083 | -1.21422
4.0 | +0.05236 | +0.09411
4.8 | -0.00036 | +0.01187
mid-silica W, full stack = -0.2220 eV
mid-silica W, two nearest images only = -0.2708 eV
mid-silica W, Si as ideal metal = -0.2880 eV
two-metal midpoint W, eps 20, 3.8 nm = -0.01313 eV
lowering static: stack = 0.1184 eV at 0.304 nm
lowering static: single-metal formula = 0.1185 eV
lowering electronic: stack = 0.2651 eV at 0.679 nm
lowering electronic: single-metal formula = 0.2649 eV
gate screening length = 0.05 nm
eps*length static, electronic = 1.00, 0.20 nm
W at static peak: ideal, screening gate = -0.0591, +0.0005 eV
W at electronic peak: ideal, screening gate = -0.1327, -0.1020 eV
WKB exponent without image = 28.003
transmission without image = 2.456e-12
gain static, cutoff 0.1 nm: WKB, transfer matrix = 2.112, 2.161
gain static, cutoff 0.2 nm: WKB, transfer matrix = 1.772, 1.803
gain electronic, cutoff 0.1 nm: WKB, transfer matrix = 5.965, 6.334
gain electronic, cutoff 0.2 nm: WKB, transfer matrix = 3.992, 4.221
gain static, cutoff 0.1 nm, halved grid = 2.161
traversal time = 2.27 fs
phonon period at 50 meV = 82.7 fs
charge sheet in Si = 2.16e+13 cm^-2
largest W shift, 16 to 32 nodes per panel = 2.8e-17 eV
largest finite-element difference = 6.2e-06 eV
slope at 3.3 nm: fixed source, dW/dz = 0.5219, 0.5212 eV/nm
single-interface deviation at 0.001 nm = 1.9e-03
two-metal deviation from digamma formula = 5.6e-16
\end{verbatim}
